# Is the antibonding 2pσu state of H2+ purely repulsive?

**Q:** I hold that the lowest ungerade state of H$_2^+$, called $2p\sigma_u$, is repulsive at every proton separation. Its orbital is $1s_a-1s_b$, with a node between the protons. An antibonding electron cannot hold them together, so the energy must fall steadily to the limit H($1s$) + H$^+$.

**A:** Let us first see what that orbital says. I use atomic units, fixed point protons and a non-relativistic electron. $R$ is the proton separation, $r_a,r_b$ are the electron's distances from the protons, and

$$H=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b}+\frac1R,\qquad U(R)=E(R)+\tfrac12 .$$

Thus $U$ includes the proton repulsion and vanishes for separated H($1s$) + H$^+$.

Let $a=e^{-r_a}/\sqrt\pi$, and similarly $b$. Since $a$ solves the hydrogen problem, $Ha=(-\frac12+\frac1R-\frac1{r_b})a$. Three integrals are needed:

$$S=\langle a|b\rangle,\quad J=\langle a|1/r_b|a\rangle,\quad K=\langle b|1/r_b|a\rangle .$$

$J$ is the potential of a spherical charge cloud at distance $R$ from its centre. Charge inside $R$ acts as if at the centre, and each outer shell contributes its charge divided by its radius:

$$J=\frac1R\int_0^R4r^2e^{-2r}dr+\int_R^\infty4re^{-2r}dr
=\frac{1-e^{-2R}(1+2R+2R^2)}R+e^{-2R}(1+2R),$$

which is $J=\frac1R-e^{-2R}(1+\frac1R)$.

For the others take $\xi=(r_a+r_b)/R$, $\eta=(r_a-r_b)/R$ and the azimuth. The volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$, and $ab=e^{-R\xi}/\pi$. Hence

$$S=\frac{R^3}4\int_1^\infty e^{-R\xi}\left(2\xi^2-\tfrac23\right)d\xi=e^{-R}\left(1+R+\tfrac{R^2}3\right).$$

With $1/r_b=2/[R(\xi-\eta)]$, one factor of $\xi^2-\eta^2$ cancels:

$$K=\frac{R^2}2\int_1^\infty e^{-R\xi}\int_{-1}^1(\xi+\eta)\,d\eta\,d\xi=R^2\int_1^\infty\xi e^{-R\xi}d\xi=e^{-R}(1+R).$$

The energy of $a-b$ is $(H_{aa}-H_{ab})/(1-S)$, where $H_{aa}=-\frac12+\frac1R-J$ and $H_{ab}=(-\frac12+\frac1R)S-K$. Therefore

$$U_{\rm LCAO}=\frac1R-\frac{J-K}{1-S}=\frac{(1/R-J)+(K-S/R)}{1-S}
=\frac{e^{-2R}(1+\frac1R)+e^{-R}(\frac{2R}3-\frac1R)}{1-S}.$$

**Q:** Is that positive everywhere? The last bracket is negative at small $R$.

**A:** Yes. Write the numerator as

$$\frac{e^{-R}}R\left[\tfrac23R^2-1+g(R)\right],\qquad g=e^{-R}(1+R).$$

Here $g(0)=1$ and $g'=-Re^{-R}\ge-R$, so $g\ge1-R^2/2$. The square bracket is at least $R^2/6$. The denominator is positive because two different normalised functions have overlap below one. So $U_{\rm LCAO}>0$ at every $R$. Positivity alone does not prove a steady fall. That part I have only checked numerically: on a grid from 0.5 to 40 bohr in steps of 0.05 bohr the formula decreases at every step. Within this model, then, your claim holds as far as tested.

**Q:** Then what could be wrong with it?

**A:** The model forbids the atom to change shape. For an electron on proton $a$, the rigid atom interacts with proton $b$ through $1/R-J=e^{-2R}(1+1/R)$, which is exponentially small. A real atom is polarised by the distant proton, and that lowers its energy by an inverse power of $R$.

**Q:** Show me the size of that lowering, without assuming a polarisability.

**A:** Put the origin at $a$, let $r=r_a$, and measure $\theta$ from the direction towards $b$. The perturbation of the hydrogen atom is $V=1/R-1/r_b$. For $r<R$,

$$\frac1{r_b}=\sum_{l\ge0}\frac{r^l}{R^{l+1}}P_l(\cos\theta),\qquad
V=-\sum_{l\ge1}\frac{r^l}{R^{l+1}}P_l .$$

The $l=0$ term has cancelled the proton repulsion. I extend each term to all $r$; for a fixed number of terms the error is exponentially small, because so is the $1s$ density beyond $R$.

The first-order energy is zero, since each $P_l$ with $l\ge1$ averages to zero over a sphere. With $\psi_0=e^{-r}/\sqrt\pi$ and $h_0=-\frac12\nabla^2-1/r$, the first-order function obeys $(h_0+\frac12)\psi_1=-V\psi_0$. Try

$$\psi_1=\sum_{l\ge1}\frac{f_l(r)P_l}{R^{l+1}}\psi_0 .$$

Inserting $f e^{-r}P_l$ in the radial equation, the terms $\pm f/2$ and $\pm f/r$ cancel. There remains

$$-\tfrac12f''+f'-\frac{f'}r+\frac{l(l+1)}{2r^2}f=r^l .$$

Take $f=r^{l+1}/(l+1)+\beta r^l$. The coefficient of $r^l$ is 1 on both sides. That of $r^{l-1}$ is $-\frac l2+\beta l-1+\frac l2=\beta l-1$, so $\beta=1/l$. That of $r^{l-2}$ is $\beta l[-\frac{l-1}2-1+\frac{l+1}2]=0$. Thus

$$f_l=\frac{r^{l+1}}{l+1}+\frac{r^l}l .$$

The angular average of $P_l^2$ is $1/(2l+1)$, and the $1s$ moments are $\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=(n+2)!/2^{n+1}$. The second-order energy is

$$E_2=\langle\psi_0|V|\psi_1\rangle=-\sum_{l\ge1}\frac{\langle r^lf_l\rangle}{(2l+1)R^{2l+2}} .$$

For $l=1$: $\frac13(\frac12\langle r^3\rangle+\langle r^2\rangle)=\frac13(\frac{15}4+3)=\frac94$. For $l=2$: $\frac15(\frac13\langle r^5\rangle+\frac12\langle r^4\rangle)=\frac15(\frac{105}4+\frac{45}4)=\frac{15}2$.

The leading term, $-9/(4R^4)$, is $-\frac12\alpha F^2$ with field $F=1/R^2$ and polarisability $\alpha=9/2$.

**Q:** Does anything else enter before $R^{-8}$?

**A:** One third-order term. With zero first-order energy, $E_3=\langle\psi_1|V|\psi_1\rangle$. Three dipole factors would give $R^{-6}$, but $P_1^3$ averages to zero. Two dipole factors and one quadrupole factor give $R^{-7}$. The quadrupole can sit in $V$ or in either $\psi_1$:

$$E_3=-\frac{\overline{P_1^2P_2}}{R^7}\left\langle r^2f_1^2+2rf_1f_2\right\rangle
=-\frac2{15R^7}\left\langle\tfrac7{12}r^6+\tfrac{13}6r^5+2r^4\right\rangle .$$

The moments are $315$, $315/4$ and $45/2$, so the average is $183.75+170.625+45=399.375$, and $E_3=-213/(4R^7)$. Fourth order starts with four dipole factors, at $R^{-8}$, as does the second-order octupole term. Hence

$$U_{\rm pol}=-\frac9{4R^4}-\frac{15}{2R^6}-\frac{213}{4R^7}+O(R^{-8}).$$

**Q:** That describes an electron sitting on one proton. In the ungerade state it is shared, with a minus sign.

**A:** Let $\psi_g,\psi_u$ be the real, normalised lowest states of the two parities. Form $\psi_a=(\psi_g+\psi_u)/\sqrt2$, with signs chosen so that it is concentrated at $a$; its mirror image is $\psi_b=(\psi_g-\psi_u)/\sqrt2$. Because $\psi_g$ and $\psi_u$ are orthogonal eigenfunctions, $\langle\psi_a|H|\psi_a\rangle=(E_g+E_u)/2$. At large $R$, $\psi_a$ is the polarised atom apart from exponentially small terms, so I identify the mean energy with $-\frac12+U_{\rm pol}$. The numerical check supports this: what is left of the exact mean after the three terms are removed falls with an effective power 8.4 between 20 and 30 bohr.

The minus sign enters through the splitting $\Delta=E_u-E_g$:

$$U_u=U_{\rm mean}+\tfrac12\Delta .$$

**Q:** So my antibonding repulsion is $\frac12\Delta$. How does it vary?

**A:** Put $a$ at $z=-R/2$ and $b$ at $z=R/2$. Multiply the equation for $\psi_u$ by $\psi_g$, that for $\psi_g$ by $\psi_u$, and subtract; the potentials cancel:

$$-\tfrac12\left(\psi_g\nabla^2\psi_u-\psi_u\nabla^2\psi_g\right)=\Delta\,\psi_g\psi_u .$$

Integrate over the half-space containing $a$. Green's theorem leaves the midplane $M$, with outward normal $+z$. There $\psi_u=0$ and $\partial_z\psi_g=0$, so

$$-\tfrac12\int_M\psi_g\,\partial_z\psi_u\,dS=\Delta\int_{z<0}\psi_g\psi_u\,d^3r .$$

Since $\psi_g\psi_u=(\psi_a^2-\psi_b^2)/2$, the right-hand integral is $\frac12$ minus the small weight of $\psi_a$ beyond the midplane. On $M$, $\psi_g=\sqrt2\,\psi_a$ and $\partial_z\psi_u=\sqrt2\,\partial_z\psi_a$. To leading order,

$$\Delta=-2\int_M\psi_a\,\partial_z\psi_a\,dS .$$

**Q:** And you insert the $1s$ function for $\psi_a$?

**A:** Not unchanged, because the midplane tail feels proton $b$. Write $\psi_a=\chi e^{-r}/\sqrt\pi$. The electronic energy, without $1/R$, is $-\frac12-\frac1R$ up to $O(R^{-4})$. Using

$$\nabla^2(\chi e^{-r})=e^{-r}\left(\chi-\frac{2\chi}r-2\partial_r\chi+\nabla^2\chi\right),$$

the wave equation becomes

$$\partial_r\chi=\left(\frac1{r_b}-\frac1R\right)\chi+\tfrac12\nabla^2\chi .$$

Between $a$ and the midplane $\chi$ varies over lengths of order $R$, so the last term is of order $\chi/R^2$ and is dropped against terms of order $\chi/R$. On the axis $r_b=R-r$. Starting from $\chi=1$ at the atom,

$$\ln\chi(R/2)=\int_0^{R/2}\left(\frac1{R-s}-\frac1R\right)ds=\ln2-\tfrac12 .$$

So $\chi^2=4/e$ at the centre of $M$. The integral comes from distances of order $\sqrt R$ from the axis, much less than $R$, so this value may be used there, and $\partial_z\psi_a\approx-\psi_a$. With $\rho$ the distance from the axis, $r^2=R^2/4+\rho^2$ gives $\rho\,d\rho=r\,dr$, and

$$\Delta\approx2\cdot\frac4{\pi e}\cdot2\pi\int_{R/2}^\infty re^{-2r}dr
=\frac{16}e\,e^{-R}\,\frac{R+1}4\approx\frac4e\,Re^{-R}.$$

In the last step 1 is dropped against $R$, in keeping with the other neglected corrections of relative order $1/R$. The exact splitting exceeds this law by about 1.8% at 12 and 16 bohr, and by 1.7% at 20 bohr.

**Q:** So the repulsion is exponential and the attraction is a power.

**A:** Yes, and that decides the matter:

$$U_u\approx\frac2e\,Re^{-R}-\frac9{4R^4}-\frac{15}{2R^6}-\frac{213}{4R^7}.$$

At sufficiently large $R$ the first term is negligible against the second, so $U_u$ approaches zero from below. Closer in, the true $U_u$ is positive: as $R\to0$ the electronic energy tends to that of the He$^+$ $2p$ level, $-\frac12$, which gives the state its name, and $U_u$ grows as $1/R$. A continuous curve that is positive inside, negative outside and zero at infinity has a minimum.

To locate it, keep the $R^{-4}$ term alone and set the derivative to zero:

$$\frac2e(1-R)e^{-R}+\frac9{R^5}=0\quad\Longrightarrow\quad R^5(R-1)e^{-R}=\frac{9e}2 .$$

The outer root is 12.63 bohr, with a depth of 58.0 microhartree. The left side also vanishes at $R=1$, so there is an inner root, but the long-range expansion has no validity there.

**Q:** The well is a small difference of two approximate terms. Can you get it without the expansion?

**A:** Yes, because this one-electron problem separates. For a $\sigma$ state, in the coordinates used above,

$$\nabla^2=\frac4{R^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right],\qquad
\frac1{r_a}+\frac1{r_b}=\frac{4\xi}{R(\xi^2-\eta^2)} .$$

Let $E_{\rm el}=E-1/R$ and $p^2=-R^2E_{\rm el}/2$. Multiplying the wave equation by $-\frac12R^2(\xi^2-\eta^2)$ gives

$$\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta+2R\xi-p^2(\xi^2-\eta^2)\right]\psi=0 .$$

With $\psi=X(\xi)Y(\eta)$, division by $XY$ leaves a function of $\xi$ plus a function of $\eta$. Each must be constant:

$$[(\xi^2-1)X']'+(2R\xi-p^2\xi^2)X=CX,$$
$$[(1-\eta^2)Y']'+p^2\eta^2Y=-CY .$$

Inversion changes the sign of $\eta$, so the ungerade state has odd $Y$. The energy is adjusted until both equations give the same $C$. Here are some results, in microhartree:

| $R$ (bohr) | exact $U_u$ | $U_{\rm LCAO}$ |
|---:|---:|---:|
| 6 | 9356.1 | 9979.0 |
| 10 | 98.9 | 298.7 |
| 12 | −57.9 | 48.7 |
| 14 | −51.5 | 7.7 |
| 20 | −14.2 | 0.03 |

The exact curve crosses zero at 10.69 bohr and has its minimum at 12.55 bohr, with a depth of 60.8 microhartree, or 13.3 cm$^{-1}$. An independent diagonalisation in a large Gaussian basis gives $-60.7$ microhartree at the same separation.

**Q:** Split that number into your two causes.

**A:** At the minimum, in microhartree, the exact mean and exact half-splitting give

$$U_u=-94.23+33.44=-60.79 .$$

The asymptotic terms at the same point give

$$-90.81-1.92-1.09+32.85=-60.97 .$$

These use the unrounded position; inserting 12.55 bohr changes the largest terms by about 0.1. The antibonding term is repulsive, as you said, but it is outweighed almost three to one. The close agreement of the totals owes something to cancellation: the three inverse powers miss 0.41 of the attraction, and the exchange law misses 0.59 of the repulsion.

**Q:** You call the mean energy polarisation. Could the well come from something else that the simple orbital lacks?

**A:** We can let each atom polarise and change nothing else in the model. To each $1s$ function add the dipole response found above,

$$\left(\tfrac12r^2+r\right)\cos\theta\,e^{-r},$$

with $\theta$ measured towards the other proton, and take the ungerade combination. The basis then has two functions instead of one. The energy acquires a minimum at 12.61 bohr, 58.5 microhartree deep. By the variational principle within ungerade symmetry, this curve lies above the exact one, so the well is not produced by overshooting. The added function also enlarges the orbital's tail at the midplane, which somewhat strengthens the exchange repulsion; the well appears in spite of that. The unpolarised orbital, at the exact minimum, gives $+29.5$ microhartree. That is near the exact half-splitting: it has most of the exchange repulsion and none of the attraction.

**Q:** Thirteen wavenumbers is tiny. Do the protons notice, or does zero-point motion remove the well?

**A:** For protons without rotation, solve

$$\left[-\frac1{2\mu}\frac{d^2}{dR^2}+U_u(R)\right]F(R)=\varepsilon F(R),\qquad\mu=\frac{m_p}2,$$

where $m_p=1836.15$ electron masses. The lowest level lies 45.16 microhartree above the minimum:

$$\varepsilon=-60.79+45.16=-15.63\ \text{microhartree},$$

or $-3.4$ cm$^{-1}$. So the well does hold a bound level on this curve, although zero-point motion uses about three quarters of the depth. The mean proton separation is 17.1 bohr, well outside the minimum, because the outer wall is soft. This calculation omits the coupling of electronic and nuclear motion beyond the fixed-proton curve. Scaling the curve by 0.2% moves the level by 0.06 microhartree, so the last digit belongs to this model only. I have not counted further levels.

**Q:** When may I still call the state repulsive?

**A:** When the separations that matter lie well inside 10 bohr, or when an error of order 10 cm$^{-1}$ in the energy curve itself is negligible. At 2 bohr, for instance, $U_u=0.332$ hartree and the curve slopes steeply outward; a pair of protons released there has several thousand times the energy of the well. For slow H + H$^+$ encounters, or for weakly bound levels near the dissociation limit, the description fails. "Slow" extends well above the well depth, because the attraction acts over many bohr. In a semiclassical estimate on this curve alone, removing the negative part of $U_u$ lowers the elastic cross section by a factor of roughly 2.7 at a collision energy of 100 cm$^{-1}$ and by roughly a tenth at 1000 cm$^{-1}$; at 10000 cm$^{-1}$ the change is about 1%. "Antibonding" gives the sign of the exchange term. The sign of the whole interaction also depends on how the atom responds to the distant charge.

## Table of computed values

```
U is measured from H(1s) + H+; uEh = microhartree
R (bohr)   exact U (uEh)   LCAO U (uEh)
   2.0      332465.608      339146.034
   4.0       54449.361       55112.873
   6.0        9356.108        9979.027
   8.0        1393.984        1765.291
  10.0          98.931         298.730
  12.0         -57.895          48.660
  14.0         -51.505           7.702
  16.0         -33.678           1.193
  20.0         -14.198           0.027
zero crossing of exact U: 10.689 bohr
exact minimum position: 12.55 bohr
exact well depth: 60.791 uEh
exact well depth: 13.34 cm^-1
Gaussian-basis U at the minimum: -60.729 uEh
LCAO U at the exact minimum: 29.489 uEh
Parts of U at the exact minimum:
  exact mean of g and u: -94.234 uEh
  exact half splitting: 33.443 uEh
  -c4/R^4: -90.813 uEh
  -c6/R^6: -1.923 uEh
  -c7/R^7: -1.088 uEh
  half of splitting law: 32.851 uEh
c4, c6, c7 (atomic units): 9/4, 15/2, 213/4
power of remainder, R = 20 to 30 bohr: 8.38
exact splitting / law at 12 bohr: 1.0177
exact splitting / law at 16 bohr: 1.0182
exact splitting / law at 20 bohr: 1.0168
R^-4 model minimum: 12.63 bohr
R^-4 model depth: 58.015 uEh
three-term model minimum: 12.53 bohr
three-term model depth: 60.976 uEh
polarised LCAO minimum: 12.61 bohr
polarised LCAO depth: 58.506 uEh
proton mass / electron mass: 1836.153
lowest vibrational level: -15.63 uEh
lowest vibrational level: -3.43 cm^-1
zero-point energy above minimum: 45.16 uEh
mean proton separation in that level: 17.1 bohr
```
